# Overlapping windows and the true precision of long-lag displacement averages

An oxygen atom hopping through titanium is followed for 100 ms, with its position stored every 0.1 ms. Its mean squared displacement at a lag of 20 ms is found by averaging over every possible starting frame. There are 801 windows. If they are counted as 801 independent measurements, the diffusion coefficient appears to be known to 2.9%. The correct standard error is 32%. In 4000 simulated trajectories, only 14.8% of the estimates fell within two of the supposed standard errors of the true value. A difference between two materials, or an apparent slowing of diffusion at long times, could then be reported where there is only noise.

## The counter-example

The model is one dilute interstitial with diffusion coefficient \(D=1.0\times10^{-11}\) cm²/s and hop length \(a=0.30\) nm, rough round values for oxygen in alpha-titanium near 1000 K. For isotropic, uncorrelated hops the total hop rate is \(\Gamma=6D/a^2=6.67\times10^4\) s⁻¹, or 1333 hops on average in 20 ms. The sum of so many hops is nearly Gaussian, so Gaussian increments are used first; the effect of discrete hops is calculated later.

Let \(x_i\) be one Cartesian coordinate at frame \(i=0,\ldots,N\), with frame spacing \(\Delta t\). The trajectory length is \(T=N\Delta t\) and the lag is \(\tau=n\Delta t\). There are \(K=N-n+1\) windows, with displacements \(X_i=x_{i+n}-x_i\), and the time average is

\[
M=\frac1K\sum_{i=0}^{K-1}X_i^2 .
\]

Each window has \(\langle X_i^2\rangle=\sigma^2=2D\tau\), so \(\langle M\rangle=2D\tau\). Overlap causes no bias. Its effect is on the variance.

Take two windows whose starts differ by \(j<n\) frames. Write their displacements as \(X=A+B\) and \(Y=B+C\), where \(B\) comes from the shared part. The three pieces are independent with zero mean. In the covariance of

\[
X^2=A^2+2AB+B^2,\qquad Y^2=B^2+2BC+C^2,
\]

every term containing \(A\) or \(C\) vanishes, either by independence or because \(\langle A\rangle=\langle C\rangle=0\). What remains is the variance of \(B^2\). The shared fraction is \(f=1-j/n\), so \(\langle B^2\rangle=f\sigma^2\). For a Gaussian, \(\langle B^4\rangle=3\langle B^2\rangle^2\), hence

\[
\operatorname{Cov}(X^2,Y^2)=3f^2\sigma^4-f^2\sigma^4=2f^2\sigma^4 .
\]

There are \(K\) pairs of a window with itself and \(2(K-j)\) ordered pairs at separation \(j\). For \(K\ge n\),

\[
\frac{\operatorname{Var}M}{\sigma^4}
=2\left[\frac1K+\frac2K\sum_{j=1}^{n-1}
\left(1-\frac jK\right)\left(1-\frac jn\right)^2\right].
\]

An average of \(N_{\rm eff}\) independent windows would have relative variance \(2/N_{\rm eff}\). The bracket is therefore \(1/N_{\rm eff}\). Setting \(m=n-j\) gives the two sums needed:

\[
\sum_{j=1}^{n-1}\left(1-\frac jn\right)^2
=\frac1{n^2}\sum_{m=1}^{n-1}m^2=\frac{(n-1)(2n-1)}{6n},
\]

\[
\begin{aligned}
\sum_{j=1}^{n-1}j\left(1-\frac jn\right)^2
&=\frac1{n^2}\sum_{m=1}^{n-1}(nm^2-m^3)\\
&=\frac{(n-1)(2n-1)}6-\frac{(n-1)^2}{4}
=\frac{n^2-1}{12}.
\end{aligned}
\]

Since \(1+(n-1)(2n-1)/(3n)=(2n^2+1)/(3n)\), the result is

\[
\frac1{N_{\rm eff}}=\frac{2n^2+1}{3nK}-\frac{n^2-1}{6K^2},
\qquad K\ge n.
\]

With \(n=200\) and \(K=801\),

\[
\frac1{N_{\rm eff}}
=\frac{80001}{600\times801}-\frac{39999}{6\times801^2}
=0.1665-0.0104=0.1561,
\]

so \(N_{\rm eff}=6.41\). In three dimensions with isotropic diffusion, three independent components are averaged. The relative variance is one third of that for one component, and the relative standard error is

\[
\epsilon=\sqrt{\frac{2}{3N_{\rm eff}}}
=\sqrt{\frac{2}{3\times6.41}}=0.32 .
\]

Putting \(K=801\) in place of \(N_{\rm eff}\) gives 0.029, the false error bar. A simulation of discrete hops on a cubic network with the same \(D\) gave a spread of 33.0%, against the Gaussian prediction of 32.3%.

## The general statement

Let the displacements be jointly Gaussian with zero mean, and let their statistics not depend on the starting time. Let \(g(j)\) be the true mean squared displacement of one component after \(j\) frames. Then the time average at lag \(n\) has relative variance \(2/N_{\rm eff}\), with

\[
N_{\rm eff}=\frac{K}{1+2\sum_{j=1}^{K-1}(1-j/K)\rho_j^2},
\qquad
\rho_j=\frac{g(j+n)+g(|j-n|)-2g(j)}{2g(n)} .
\]

Here \(\rho_j\) is the correlation coefficient of two displacements whose windows start \(j\) frames apart. It enters squared because the averaged quantity is a squared displacement.

For free diffusion sampled finely compared with both \(\tau\) and \(W=T-\tau\), this becomes

\[
\frac1{N_{\rm eff}}=
\begin{cases}
\dfrac{2\tau}{3W}-\dfrac{\tau^2}{6W^2}, & W\ge\tau,\\[2mm]
1-\dfrac{2W}{3\tau}+\dfrac{W^2}{6\tau^2}, & W\le\tau .
\end{cases}
\]

For \(T\gg\tau\) it reduces to \(N_{\rm eff}\simeq3W/(2\tau)\). The frame spacing has dropped out.

## Proof

**Covariance of squares.** Let \(X\) and \(Y\) be jointly Gaussian with zero mean, equal variance \(\sigma^2\) and covariance \(C\). Write \(Y=\beta X+Z\) with \(\beta=C/\sigma^2\). Then \(Z\) is uncorrelated with \(X\) and, because the variables are jointly Gaussian, independent of it. Its variance is \(\sigma^2-\beta^2\sigma^2\). The cross term \(2\beta\langle X^3Z\rangle\) vanishes, so

\[
\begin{aligned}
\langle X^2Y^2\rangle
&=\beta^2\langle X^4\rangle+\langle X^2\rangle\langle Z^2\rangle\\
&=3\beta^2\sigma^4+\sigma^4-\beta^2\sigma^4
=\sigma^4+2C^2 .
\end{aligned}
\]

Thus \(\operatorname{Cov}(X^2,Y^2)=2C^2=2\sigma^4\rho^2\). Counting pairs as before gives

\[
\frac{\operatorname{Var}M}{\sigma^4}
=\frac2{K^2}\left[K+2\sum_{j=1}^{K-1}(K-j)\rho_j^2\right]
=\frac2{N_{\rm eff}} .
\]

**Correlation from the mean squared displacement.** For any four numbers,

\[
(p-q)(r-s)=\tfrac12\left[(p-s)^2+(q-r)^2-(p-r)^2-(q-s)^2\right].
\]

Put \(p=x_n\), \(q=x_0\), \(r=x_{j+n}\), \(s=x_j\) and average. The four squares give \(g(|j-n|)\), \(g(j+n)\), \(g(j)\) and \(g(j)\). Division by \(g(n)=\sigma^2\) yields the stated \(\rho_j\).

**Free diffusion.** Here \(g(j)\) is proportional to \(j\). For \(j<n\), \(\rho_j=(j+n+n-j-2j)/(2n)=1-j/n\), the shared fraction found above. For \(j\ge n\) it is zero. The case \(K\ge n\) has already been summed. For \(K\le n\), the sum stops at \(K-1\), before the correlation reaches zero. Expanding \((1-j/n)^2\) requires

\[
\sum_{j=1}^{K-1}(K-j)=\frac{K(K-1)}2,\qquad
\sum_{j=1}^{K-1}j(K-j)=\frac{K(K^2-1)}6,
\]

\[
\sum_{j=1}^{K-1}j^2(K-j)=\frac{K^2(K^2-1)}{12},
\]

which follow from the standard sums of \(j\), \(j^2\) and \(j^3\). Therefore

\[
\begin{aligned}
\frac1{N_{\rm eff}}
&=\frac1K+\frac2{K^2}\left[\frac{K(K-1)}2
-\frac{2}{n}\frac{K(K^2-1)}6+\frac1{n^2}\frac{K^2(K^2-1)}{12}\right]\\
&=1-\frac{2(K^2-1)}{3nK}+\frac{K^2-1}{6n^2}.
\end{aligned}
\]

Letting \(\Delta t\to0\) with \(K\Delta t\to W\) and \(n\Delta t=\tau\) gives both continuum formulas. At \(W=\tau\) each gives \(1/N_{\rm eff}=1/2\). As \(W\to0\), \(N_{\rm eff}\to1\): one window remains.

## What overlap and faster sampling can give

Suppose \(T=m\tau\), with integer \(m\ge2\). Cutting the trajectory into separate blocks gives \(m\) independent displacements. Using all overlapping windows in the finely sampled limit, with \(W=(m-1)\tau\), gives

\[
N_{\rm eff}=\frac{6(m-1)^2}{4m-5},\qquad
N_{\rm eff}-m=\frac{(2m-3)(m-2)}{4m-5}\ge0 .
\]

At \(m=2\) there is no gain in this limit. With few frames per lag the numbers shift: the discrete formula gives 2.25 for \(m=2\), \(n=2\), and its large-\(m\) gain is \(3n^2/(2n^2+1)\). The values that follow refer to fine sampling. At \(m=5\), the present example, 5 becomes 6.4, and for large \(m\) the gain approaches a factor 3/2. Overlap is thus worth using, but its benefit is far smaller than the count of windows suggests.

With \(T\) and \(\tau\) fixed, sampling ten times more finely raises the number of windows from 801 to 8001. The effective number changes from 6.407 to 6.401. Intermediate positions are added, but the long displacements remain almost the same.

A smooth curve gives no better assurance. The covariance of averages at two lags \(n\) and \(m\) follows from the same Gaussian identity, now with unequal variances:

\[
\operatorname{Cov}(M_n,M_m)=\frac2{K_nK_m}
\sum_{i,k}\left[\operatorname{Cov}(X_i^{(n)},X_k^{(m)})\right]^2 .
\]

For this trajectory the errors at 20 and 22 ms have correlation 0.996, and those at 20 and 40 ms still have 0.84. Neighbouring points move up or down together. A straight-line fit that treats them as independent repeats the original error.

The short lags are much better determined. The simulated estimates of \(D\) from a 0.1 ms lag had a 10–90% range of 0.96 to 1.04 in units of \(10^{-11}\) cm²/s; at 20 ms it was 0.62 to 1.45. If free diffusion is already established down to the frame spacing, and errors in the stored positions are negligible, the short lag is the better source of \(D\). Long-lag data are needed when that assumption is itself in question, for example because slow trapping may occur. The long-lag range is also skewed, so a symmetric Gaussian interval is only a rough description when \(N_{\rm eff}\) is small.

## Planning the trajectory

For a three-dimensional relative error of 5%,

\[
N_{\rm eff}=\frac{2}{3(0.05)^2}=266.7 .
\]

With \(w=W/\tau\), the continuum formula is \(N_{\rm eff}=6w^2/(4w-1)\), so \(6w^2-4N_{\rm eff}w+N_{\rm eff}=0\). The root with \(w\ge1\) is \(w=177.5\), and a single trajectory must last \(T=(w+1)\tau=3.57\) s. Alternatively, \(R\) independent walkers multiply \(N_{\rm eff}\) by \(R\). For trajectories of 100 ms, \(266.7/6.41=41.6\), so 42 are needed. Averages over 42 simulated walkers had a spread of 4.5%, estimated from 95 such groups; that estimate itself has a relative uncertainty of about 7%. Atoms that move together do not qualify as independent walkers.

## When correlation changes the rule

The ratio \(T/\tau\) controls the result for free diffusion because displacements lose their correlation when their windows cease to overlap. Other motions behave differently, even with the same \(T=100\) ms and \(\tau=20\) ms.

If successive increments are persistent, with an exponentially decaying correlation of memory time 20 ms, windows remain correlated after they have separated. The general formula then gives \(N_{\rm eff}=2.8\). If instead the atom is confined and its position correlation decays as \(e^{-t/t_r}\) with \(t_r=0.5\) ms, then \(g\propto1-e^{-t/t_r}\). Windows shifted by a few \(t_r\) have nearly independent end points, except near a shift of one lag, where the end of one window is the start of the other and \(\rho_n\simeq-1/2\). The short-range correlation alone would give \(N_{\rm eff}=159\); with the shared end point, \(N_{\rm eff}=115\). In that case the average measures the size of the confinement, not a long-time diffusion coefficient.

A memory of only a few hops matters little at this lag, provided that appreciable long-time diffusion remains. Suppose the mean cosine between hop directions \(k\) hops apart is \(c^k\), with \(c=-0.2\) describing a tendency to jump back. At fixed hop rate, \(D\) is multiplied by \(1+2\sum_{k\ge1}c^k=(1+c)/(1-c)=2/3\), yet \(N_{\rm eff}\) at 20 ms changes by only 0.06% in the Gaussian formula.

Discrete hops add a non-Gaussian term. On the cubic network, let the shared part of two windows contain a mean number \(\mu=f\Gamma\tau\) of hops. The number \(h\) along one axis is Poisson distributed with mean \(\lambda=\mu/3\). For \(h\) random signs, the fourth moment of their sum is \(h+3h(h-1)\), whose average is \(\lambda+3\lambda^2\). Subtracting the squared mean square \(\lambda^2\) and adding three axes gives \(a^4(\mu+2\mu^2/3)\). Relative to the squared three-dimensional mean, \((\Gamma\tau a^2)^2\), the covariance is

\[
\frac23f^2+\frac{f}{\Gamma\tau}.
\]

At 0.1 ms, where neighbouring windows do not overlap, \(\Gamma\tau=6.67\) and the variance is raised by the factor \(1+3/(2\Gamma\tau)=1.22\); the simulation gave 1.20. At 20 ms the increase is only 0.17%.

## The titanium case

Real alpha-titanium has a hexagonal lattice, and its oxygen hops need not be isotropic. For independent components the relative variance contains \(\sum_iD_i^2/(\sum_iD_i)^2\) in place of 1/3. A trial twofold anisotropy, \(D_i\) in the ratio 1:1:2, gives 3/8 and raises the error by 6%, relative to its isotropic value. Film surfaces act differently: they bias the mean itself. For a film of thickness \(L\) with reflecting walls and a uniformly distributed starting point, expand the position in the cosine modes of the diffusion equation. The odd modes have amplitudes \(-4L/(k^2\pi^2)\) and decay at rates \(k^2\pi^2D/L^2\). Twice the difference between the position variance \(L^2/12\) and its autocovariance is

\[
g_\perp(\tau)=\frac{L^2}{6}-\frac{16L^2}{\pi^4}
\sum_{k\ \mathrm{odd}}\frac{e^{-k^2\pi^2D\tau/L^2}}{k^4}.
\]

Compared with the free one-component value of 40 nm², this is lower by 34% for a 20 nm film and by 6.7% for a 100 nm film. Only the normal component is affected, so the three-dimensional mean is lower by 11% and 2.2%. More walkers will not remove that difference. Nor will they remove a temperature error: with a rough activation energy of 2 eV, a 5 K rise at 1000 K increases \(D\) by 12%, more than the 5% statistical target. At a random site occupancy of 0.1%, the chance that at least one of 20 nearby interstitial sites holds another oxygen atom is 2%. That occupancy is only about 0.03 wt% oxygen; at 0.18 to 0.25 wt%, the limits for common commercially pure grades, the chance is 10 to 14%. Near an oxidizing surface the oxygen content can be far higher, and the dilute model then fails. The calculation describes the motion of a tagged atom, not the growth rate of an oxide.

The numerical output below gives the effective sample numbers at the other lags.

## Numbers as computed

```
Input D: 1.0e-11 cm^2/s; hop length: 0.30 nm
Temperature: 1000 K; activation: 2.0 eV
Trajectory: 100 ms; frame: 0.1 ms
Hop rate: 6.667e+04 1/s; hops per frame: 6.67
Main lag: 20 ms; hops per lag: 1333
3D MSD at main lag: 120.0 nm^2
RMS displacement at main lag: 10.95 nm
lag(ms) windows blocks N_eff 3D error(%) [Gaussian]
  0.1  1000  1000 1000.000    2.58
  1.0   991   100  148.279    6.71
  5.0   951    20   28.904   15.19
 20.0   801     5    6.407   32.26
 50.0   501     2    2.003   57.70
 80.0   201     1    1.186   74.97
Long-trajectory estimate 3W/(2tau): 6.00
Continuum N_eff at main lag: 6.400
Ten times finer: windows 8001, N_eff 6.401
Naive 3D error at main lag: 2.88 %
Correct 3D error at main lag: 32.26 %
Simulated 3D error, 4000 runs: 33.02 %
Runs within two naive errors: 14.8 %
D 10-90% range, lag 0.1 ms: 9.641e-12 to 1.037e-11 cm^2/s
D 10-90% range, lag 20.0 ms: 6.248e-12 to 1.450e-11 cm^2/s
Error correlation, 20 and 22 ms: 0.9956
Error correlation, 20 and 40 ms: 0.8372
N_eff, persistent memory 20 ms: 2.822
N_eff, confined relaxation 0.5 ms: 115.22
Target 3D error: 5.0 %; needed N_eff: 266.7
Needed single trajectory: 3.571 s
Or independent 100 ms walkers: 42
Simulated grouped error: 4.54 %, 95 groups
Short-lag simulated/Gaussian variance: 1.202
Hop correction to variance at 20 ms: 0.165 %
Back-jump mean cosine -0.2: N_eff change 0.0620 %
Twofold anisotropy: error factor 1.0607
Film 20 nm: normal MSD loss 33.64 %, 3D loss 11.21 %
Film 100 nm: normal MSD loss 6.73 %, 3D loss 2.24 %
Other O on 20 near sites at 0.1 %: 1.98 %
Temperature +5 K: D change 12.24 %
```
